# Solving the van der Pauw equation with a bracketed Newton method: a numerical check

```python
"""
Van der Pauw equation for a uniform thin sheet with four edge contacts:
    exp(-pi*RA/Rs) + exp(-pi*RB/Rs) = 1
RA, RB : the two four-terminal resistances (ohm), both positive
Rs     : sheet resistance (ohm per square), the unknown
Result under test: Rs is unique, lies between pi*sqrt(RA*RB)/ln2 and
pi*(RA+RB)/(2 ln2), and is found by Newton steps guarded by that bracket.
Scaled unknown: u = pi*M/Rs with M = (RA+RB)/2; s, l = smaller and larger
resistance divided by M; phi(u) = exp(-s*u) + exp(-l*u) - 1.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import splu

LN2 = np.log(2.0)
mp.mp.dps = 60


def scaled(RA, RB):
    mean = 0.5 * (RA + RB)
    return mean, min(RA, RB) / mean, max(RA, RB) / mean


def phi(u, s, l):
    return np.expm1(-s * u) + np.exp(-l * u)


def slope(u, s, l):
    return -(s * np.exp(-s * u) + l * np.exp(-l * u))


def solve_vdp(RA, RB, start=None, tol=1e-13):
    """Return Rs, the list of iterates u, and the number of bisections."""
    if not (RA > 0 and RB > 0):
        raise ValueError("both resistances must be positive")
    mean, s, l = scaled(RA, RB)
    lo, hi = LN2, LN2 / np.sqrt(s * l)
    u = lo if start is None else start
    iterates, bisections = [u], 0
    for _ in range(200):
        value = phi(u, s, l)
        if value == 0.0:
            return np.pi * mean / u, iterates, bisections
        if value > 0:
            lo = u
        else:
            hi = u
        new = u - value / slope(u, s, l)
        if not lo <= new <= hi:
            new = 0.5 * (lo + hi)
            bisections += 1
        iterates.append(new)
        if abs(new - u) <= tol * new:
            return np.pi * mean / new, iterates, bisections
        u = new
    raise RuntimeError("no convergence")


def reference_rs(RA, RB):
    """High-precision bisection of the original equation in 1/Rs."""
    RA, RB = mp.mpf(RA), mp.mpf(RB)
    lo, hi = mp.mpf(0), 1 / min(RA, RB)
    for _ in range(200):
        mid = (lo + hi) / 2
        if mp.exp(-mp.pi * RA * mid) + mp.exp(-mp.pi * RB * mid) > 1:
            lo = mid
        else:
            hi = mid
    return 2 / (lo + hi)


def network_resistances(nx, ny, gx=1.0, gy=1.0, pad=0):
    """Laplace equation on an nx by ny grid of square cells, corner contacts.
    gx, gy: sheet conductivities along x and y; pad: side of the square metal
    contact in cells (0 = point contact). Returns the two resistances."""
    index = np.arange((nx + 1) * (ny + 1)).reshape(nx + 1, ny + 1)
    label = index.copy()
    label[:pad + 1, :pad + 1] = index[0, 0]
    label[nx - pad:, :pad + 1] = index[nx, 0]
    label[nx - pad:, ny - pad:] = index[nx, ny]
    label[:pad + 1, ny - pad:] = index[0, ny]
    kept, node = np.unique(label.ravel(), return_inverse=True)
    node = node.reshape(nx + 1, ny + 1)
    wx = np.full((nx, ny + 1), gx)
    wx[:, [0, -1]] *= 0.5
    wy = np.full((nx + 1, ny), gy)
    wy[[0, -1], :] *= 0.5
    i = np.concatenate([node[:-1, :].ravel(), node[:, :-1].ravel()])
    j = np.concatenate([node[1:, :].ravel(), node[:, 1:].ravel()])
    w = np.concatenate([wx.ravel(), wy.ravel()])
    size = len(kept)
    matrix = coo_matrix((np.concatenate([w, w, -w, -w]),
                         (np.concatenate([i, j, i, j]),
                          np.concatenate([i, j, j, i]))),
                        shape=(size, size)).tocsc()
    c1, c2, c3, c4 = node[0, 0], node[nx, 0], node[nx, ny], node[0, ny]
    assert c1 == 0
    factor = splu(matrix[1:, 1:].tocsc())      # contact 1 is grounded

    def potential(source, sink):
        current = np.zeros(size)
        current[source] += 1.0
        current[sink] -= 1.0
        return np.concatenate([[0.0], factor.solve(current[1:])])

    va, vb = potential(c1, c2), potential(c2, c3)
    return va[c4] - va[c3], vb[c1] - vb[c4]


# ---- one root for positive readings, none with a negative reading
u_grid = np.logspace(-6, np.log10(60.0), 20001)
for ratio in (1.0, 3.0, 30.0, 1e3, 1e6):
    _, s, l = scaled(ratio, 1.0)
    signs = np.sign(phi(u_grid, s, l))
    assert np.count_nonzero(np.diff(signs)) == 1
assert np.min(np.exp(-u_grid) + np.exp(0.1 * u_grid) - 1) > 0

# ---- solver and bounds against high-precision bisection
worst = 0.0
for ratio in (1.0, 1.001, 2.0, 10.0, 1e3, 1e6):
    exact = float(reference_rs(ratio, 1.0))
    _, s, l = scaled(ratio, 1.0)
    for start in (None, LN2 / np.sqrt(s * l)):
        found = solve_vdp(ratio, 1.0, start)[0]
        worst = max(worst, abs(found / exact - 1))
    assert np.pi * np.sqrt(ratio) / LN2 <= exact * (1 + 1e-14)
    assert exact <= np.pi * (ratio + 1) / (2 * LN2) * (1 + 1e-14)
assert worst < 1e-12

# ---- half-plane with random edge contacts and a known sheet resistance
rng = np.random.default_rng(4)
for _ in range(50):
    x1, x2, x3, x4 = np.cumsum(rng.uniform(0.2, 2.0, 4))
    known = rng.uniform(50, 1000)

    def edge_potential(x, source, sink):
        return -known / np.pi * np.log(abs(x - source) / abs(x - sink))
    ra = edge_potential(x4, x1, x2) - edge_potential(x3, x1, x2)
    rb = edge_potential(x1, x2, x3) - edge_potential(x4, x2, x3)
    assert abs(solve_vdp(ra, rb)[0] / known - 1) < 1e-11

# ---- rectangle and anisotropic square from Laplace's equation, Rs = 1
rect_a, rect_b = network_resistances(120, 100)
rect_rs = solve_vdp(rect_a, rect_b)[0]
assert abs(rect_rs - 1) < 3e-4
aniso_a, aniso_b = network_resistances(100, 100, gx=1 / 1.2, gy=1.2)
aniso_rs = solve_vdp(aniso_a, aniso_b)[0]
assert abs(aniso_rs - 1) < 1e-3
assert abs(aniso_a / rect_a - 1) < 2e-3 and abs(aniso_b / rect_b - 1) < 2e-3

# ---- worked example: InGaAs quantum-well channel, 6 mm x 5 mm
RA, RB, reading_error = 121.0, 38.0, 0.2
density_cm2, temperature, mass_ratio = 2.0e12, 300.0, 0.043
current, contact_mm = 10e-6, 1.0
Rs, iterates, bisections = solve_vdp(RA, RB)
mean, s, l = scaled(RA, RB)
delta = (l - s) / 2
u_root = np.pi * mean / Rs
u_hi = LN2 / np.sqrt(s * l)
factor_f = LN2 / u_root
naive = np.pi * mean / LN2
assert abs(rect_a / rect_b / (RA / RB) - 1) < 0.02
assert bisections == 0
assert np.all(np.diff(iterates[:4]) > 0)
assert max(iterates) <= u_root * (1 + 1e-13)

# ---- quadratic convergence constant, in high precision
ms, ml = mp.mpf(RB) / mp.mpf(mean), mp.mpf(RA) / mp.mpf(mean)
m_root = mp.pi * mp.mpf(mean) / reference_rs(RA, RB)
m_u, errors = mp.log(2), []
for _ in range(5):
    errors.append(m_root - m_u)
    p, q = mp.exp(-ms * m_u), mp.exp(-ml * m_u)
    m_u += (p + q - 1) / (ms * p + ml * q)
p, q = mp.exp(-ms * m_root), mp.exp(-ml * m_root)
constant = float((ms**2 * p + ml**2 * q) / (2 * (ms * p + ml * q)))
observed = float(errors[3] / errors[2]**2)
assert abs(observed / constant - 1) < 1e-3

# ---- certified error of an unfinished iterate
true_error = float(errors[1])
error_bound = phi(iterates[1], s, l) / abs(slope(u_hi, s, l))
assert 0 < true_error <= error_bound

# ---- small-asymmetry law
small = 0.01
f_small = LN2 * float(reference_rs(1 + small, 1 - small)) / np.pi
assert abs((1 - f_small) / small**2 / (LN2 / 2) - 1) < 1e-3
f_series = 1 - LN2 / 2 * delta**2

# ---- sensitivities against finite differences
a, b = np.pi * RA / Rs, np.pi * RB / Rs
weight_a = a * np.exp(-a) / (a * np.exp(-a) + b * np.exp(-b))
weight_b = 1 - weight_a
h = 1e-4
num_a = (solve_vdp(RA * (1 + h), RB)[0]
         - solve_vdp(RA * (1 - h), RB)[0]) / (2 * h * Rs)
num_b = (solve_vdp(RA, RB * (1 + h))[0]
         - solve_vdp(RA, RB * (1 - h))[0]) / (2 * h * Rs)
assert abs(num_a - weight_a) < 1e-6 and abs(num_b - weight_b) < 1e-6
rs_error = Rs * reading_error * np.hypot(weight_a / RA, weight_b / RB)

# ---- why the bracket is needed
far_start = 20.0
far_step = far_start - phi(far_start, s, l) / slope(far_start, s, l)
_, s3, l3 = scaled(1000.0, 1.0)
hi3 = LN2 / np.sqrt(s3 * l3)
escape = hi3 - phi(hi3, s3, l3) / slope(hi3, s3, l3)
_, left_path, left_bis = solve_vdp(1000.0, 1.0)
_, right_path, right_bis = solve_vdp(1000.0, 1.0, hi3)
assert far_step < 0 and escape < LN2 and right_bis > 0 and left_bis == 0

# ---- neglected effects for the example
shifts = []
for cells_per_mm in (10, 20):
    nx, ny = 6 * cells_per_mm, 5 * cells_per_mm
    point = solve_vdp(*network_resistances(nx, ny))[0]
    pad = int(round(contact_mm * cells_per_mm))
    wide = solve_vdp(*network_resistances(nx, ny, pad=pad))[0]
    shifts.append(wide / point - 1)
assert abs(shifts[1] - shifts[0]) < 0.15 * abs(shifts[1])
density = density_cm2 * 1e4
mobility = 1 / (const.e * density * Rs)
k_fermi = np.sqrt(2 * np.pi * density)
free_path = const.hbar * k_fermi * mobility / const.e
e_fermi = (const.hbar * k_fermi)**2 / (2 * mass_ratio * const.m_e)
thermal = const.k * temperature
field = current * Rs / (contact_mm * 1e-3)
heating = const.e * field * free_path / thermal
drift = 1.0 / temperature

print(f"RA, RB = {RA:.1f}, {RB:.1f} ohm; ratio = {RA/RB:.4f}")
print(f"mean M = {mean:.2f} ohm; delta = {delta:.5f}")
print(f"s, l = {s:.5f}, {l:.5f}")
print(f"bracket in u = {LN2:.6f} to {u_hi:.6f}")
print(f"bracket in Rs = {np.pi*mean/u_hi:.2f} to {naive:.2f} ohm/sq")
for k, u in enumerate(iterates):
    print(f"iterate {k}: u = {u:.12f}, Rs = {np.pi*mean/u:.8f} ohm/sq")
print(f"bisections used = {bisections}")
print(f"Rs = {Rs:.3f} ohm/sq; f = {factor_f:.5f}")
print(f"two exponentials = {np.exp(-a):.5f}, {np.exp(-b):.5f}")
print(f"f from small-asymmetry law = {f_series:.5f}")
print(f"error of Rs if f is set to 1 = {100*(naive/Rs-1):.2f} %")
print(f"convergence constant: formula {constant:.5f}, seen {observed:.5f}")
print(f"iterate 1 error in u: true {true_error:.3e}, bound {error_bound:.3e}")
print(f"sensitivity weights A, B = {weight_a:.4f}, {weight_b:.4f}")
print(f"reading error = {reading_error:.1f} ohm -> Rs error = {rs_error:.2f} ohm/sq")
print(f"unguarded step from u = {far_start:.0f} goes to u = {far_step:.3e}")
print(f"ratio 1000: upper end u = {hi3:.4f}, Newton goes to {escape:.4f}")
print(f"ratio 1000: root u = {left_path[-1]:.6f}")
print(f"ratio 1000 from left: {len(left_path)-1} steps, {left_bis} bisections")
print(f"ratio 1000 from right: {len(right_path)-1} steps, {right_bis} bisections")
print(f"worst relative solver error, ratios 1 to 1e6 = {worst:.1e}")
print(f"6x5 rectangle, Rs=1: RA, RB = {rect_a:.5f}, {rect_b:.5f}")
print(f"6x5 rectangle: ratio = {rect_a/rect_b:.4f}, recovered Rs = {rect_rs:.6f}")
print(f"square, rho_x/rho_y = {1.2**2:.2f}: RA, RB = {aniso_a:.5f}, {aniso_b:.5f}")
print(f"anisotropic square: recovered sqrt(rho_x rho_y) = {aniso_rs:.6f}")
print(f"sheet density (given) = {density_cm2:.1e} cm^-2")
print(f"mobility = {mobility*1e4:.0f} cm2/Vs")
print(f"mobility if f is set to 1 = {1e4/(const.e*density*naive):.0f} cm2/Vs")
print(f"contact side = {contact_mm:.1f} mm; Rs shift, coarse grid = {100*shifts[0]:.3f} %")
print(f"Rs shift from contacts, fine grid = {100*shifts[1]:.3f} %")
print(f"Rs shift from contacts = {Rs*shifts[1]:.2f} ohm/sq")
print(f"1 K drift at {temperature:.0f} K, mobility ~ 1/T: Rs change = {100*drift:.2f} %")
print(f"mean free path = {free_path*1e9:.0f} nm")
print(f"mean free path / contact side = {free_path/(contact_mm*1e-3):.1e}")
print(f"mass ratio (rough) = {mass_ratio:.3f}; Fermi energy = {e_fermi/const.e*1e3:.0f} meV")
print(f"kT = {thermal/const.e*1e3:.1f} meV; Fermi energy / kT = {e_fermi/thermal:.1f}")
print(f"current = {current*1e6:.0f} uA; field scale at contact = {field/100:.4f} V/cm")
print(f"energy gained per free path / kT = {heating:.1e}")
print("checks complete")
```

Printed output:

```
RA, RB = 121.0, 38.0 ohm; ratio = 3.1842
mean M = 79.50 ohm; delta = 0.52201
s, l = 0.47799, 1.52201
bracket in u = 0.693147 to 0.812659
bracket in Rs = 307.33 to 360.32 ohm/sq
iterate 0: u = 0.693147180560, Rs = 360.32263128 ohm/sq
iterate 1: u = 0.768939894397, Rs = 324.80642217 ohm/sq
iterate 2: u = 0.772296170464, Rs = 323.39486522 ohm/sq
iterate 3: u = 0.772302333174, Rs = 323.39228464 ohm/sq
iterate 4: u = 0.772302333194, Rs = 323.39228463 ohm/sq
bisections used = 0
Rs = 323.392 ohm/sq; f = 0.89751
two exponentials = 0.30868, 0.69132
f from small-asymmetry law = 0.90556
error of Rs if f is set to 1 = 11.42 %
convergence constant: formula 0.54546, seen 0.54546
iterate 1 error in u: true 3.362e-03, bound 3.519e-03
sensitivity weights A, B = 0.5871, 0.4129
reading error = 0.2 ohm -> Rs error = 0.77 ohm/sq
unguarded step from u = 20 goes to u = -2.965e+04
ratio 1000: upper end u = 10.9706, Newton goes to -0.1211
ratio 1000: root u = 2.628530
ratio 1000 from left: 9 steps, 0 bisections
ratio 1000 from right: 9 steps, 2 bisections
worst relative solver error, ratios 1 to 1e6 = 2.2e-16
6x5 rectangle, Rs=1: RA, RB = 0.37421, 0.11752
6x5 rectangle: ratio = 3.1841, recovered Rs = 1.000154
square, rho_x/rho_y = 1.44: RA, RB = 0.37423, 0.11753
anisotropic square: recovered sqrt(rho_x rho_y) = 1.000187
sheet density (given) = 2.0e+12 cm^-2
mobility = 9650 cm2/Vs
mobility if f is set to 1 = 8661 cm2/Vs
contact side = 1.0 mm; Rs shift, coarse grid = -3.729 %
Rs shift from contacts, fine grid = -3.683 %
Rs shift from contacts = -11.91 ohm/sq
1 K drift at 300 K, mobility ~ 1/T: Rs change = 0.33 %
mean free path = 225 nm
mean free path / contact side = 2.3e-04
mass ratio (rough) = 0.043; Fermi energy = 111 meV
kT = 25.9 meV; Fermi energy / kT = 4.3
current = 10 uA; field scale at contact = 0.0323 V/cm
energy gained per free path / kT = 2.8e-05
checks complete
```
